\section*{Coordination bounds on the lowest level of an irregular s network}

\section{Definitions and conventions}

Consider a finite network of $N$ sites. Site $i$ carries one normalized s orbital $|i\rangle$, and orbitals on different sites are orthogonal. All on-site energies are equal and are taken as the zero of energy. Some pairs of sites are in contact, and each contact carries the same hopping matrix element $-t$, with $t>0$. A pair has at most one contact, and no site is in contact with itself. The positions of the sites are otherwise arbitrary.

The contact matrix $A$ has $A_{ij}=A_{ji}=1$ if $i$ and $j$ are in contact and $A_{ij}=0$ otherwise. The coordination of site $i$, its mean and its maximum are
\begin{equation}
z_i=\sum_j A_{ij},\qquad \bar z=\frac1N\sum_i z_i,\qquad z_{\max}=\max_i z_i .
\label{eq:z}
\end{equation}
The one-electron Hamiltonian is $H=-tA$. If $\lambda$ is the largest eigenvalue of $A$, the lowest energy is
\begin{equation}
E_0=-t\lambda ,
\label{eq:E0}
\end{equation}
because multiplication by the negative number $-t$ reverses the order of the eigenvalues. The result to be derived is
\begin{equation}
-t\,z_{\max}\le E_0\le -t\,\bar z .
\label{eq:main}
\end{equation}

The derivation uses the variational principle. Let $|n\rangle$ be orthonormal eigenstates of $H$ with energies $E_n$. For a normalized state $|c\rangle=\sum_i c_i|i\rangle$,
\begin{equation}
\langle c|H|c\rangle-E_0=\sum_n (E_n-E_0)\,|\langle n|c\rangle|^2\ge 0 .
\label{eq:var}
\end{equation}
Equality requires $\langle n|c\rangle=0$ whenever $E_n>E_0$. A state that reaches the minimum is therefore itself an eigenstate with energy $E_0$.

\section{The energy as a sum over contacts}

Let $\sum_{(ij)}$ denote a sum in which each contact is counted once. Expanding the square of an amplitude difference gives
\begin{align}
\sum_{(ij)}|c_i-c_j|^2
&=\sum_{(ij)}\left(|c_i|^2+|c_j|^2\right)-\sum_{(ij)}\left(c_i^*c_j+c_j^*c_i\right)\nonumber\\
&=\sum_i z_i|c_i|^2-\sum_{i,j}c_i^*A_{ij}c_j .
\label{eq:square}
\end{align}
In the first sum $|c_i|^2$ appears once for every contact of site $i$, hence $z_i$ times. In the second, the two terms of each contact are the entries $ij$ and $ji$ of the double sum. Since $\langle c|H|c\rangle=-t\sum_{i,j}c_i^*A_{ij}c_j$, solving (\ref{eq:square}) for the double sum yields
\begin{equation}
\langle c|H|c\rangle=-t\sum_i z_i|c_i|^2+t\sum_{(ij)}|c_i-c_j|^2 .
\label{eq:identity}
\end{equation}
The first term rewards weight on highly coordinated sites. The second is the cost of letting the amplitude vary across a contact. In an irregular network these two tendencies compete.

\section{The two bounds and when they are reached}

\emph{Lower bound.} The second term of (\ref{eq:identity}) is not negative, and $z_i\le z_{\max}$. For every normalized state,
\begin{equation}
\langle c|H|c\rangle\ge -t\sum_i z_i|c_i|^2\ge -t\,z_{\max}\sum_i|c_i|^2=-t\,z_{\max}.
\label{eq:lower}
\end{equation}
Applied to the lowest eigenstate, this is the left side of (\ref{eq:main}).

\emph{Upper bound.} Take the uniform state $|u\rangle$ with $c_i=N^{-1/2}$. All amplitude differences vanish, so (\ref{eq:var}) and (\ref{eq:identity}) give
\begin{equation}
E_0\le\langle u|H|u\rangle=-\frac tN\sum_i z_i=-t\,\bar z .
\label{eq:upper}
\end{equation}

\emph{Equality on the right.} If $E_0=-t\bar z$, the uniform state reaches the minimum and must be an eigenstate. Its eigenvalue equation at site $i$ reads $-tz_iN^{-1/2}=E_0N^{-1/2}$, so all $z_i$ are equal. Conversely, if all $z_i$ are equal, then $\bar z=z_{\max}$ and the two bounds coincide.

\emph{Equality on the left.} If $E_0=-tz_{\max}$, insert the normalized lowest state into (\ref{eq:identity}) and move everything to one side:
\begin{equation}
0=t\sum_i(z_{\max}-z_i)|c_i|^2+t\sum_{(ij)}|c_i-c_j|^2 .
\label{eq:equality}
\end{equation}
Both sums are non-negative, so both vanish. The second makes the amplitude constant on each connected piece; the first makes it zero on any site with $z_i<z_{\max}$. A piece with nonzero amplitude therefore consists of sites with coordination $z_{\max}$. Conversely, the uniform state on such a piece has energy $-tz_{\max}$. In a connected network with unequal coordinations, both inequalities in (\ref{eq:main}) are strict.

Diagonalization of all 1024 labelled five-site networks confirmed the bounds and both equality conditions.

\section{A sharper upper bound}

The spread of coordinations can be used as well. Since $A_{ij}\ge0$, for normalized $c$,
\begin{equation}
\Big|\sum_{i,j}c_i^*A_{ij}c_j\Big|\le\sum_{i,j}|c_i|A_{ij}|c_j|\le\lambda .
\label{eq:abs}
\end{equation}
The last step holds because the amplitudes $|c_i|$ also form a normalized state. Choosing $c$ as an eigenvector of $A$ with eigenvalue $\alpha_n$ shows that $|\alpha_n|\le\lambda$ for every $n$. Next, $A$ acting on the uniform state has components $z_iN^{-1/2}$. The squared length of this vector, written first by sites and then by eigenstates, is
\begin{equation}
\overline{z^2}=\frac1N\sum_i z_i^2=\sum_n\alpha_n^2|\langle n|u\rangle|^2\le\lambda^2 .
\label{eq:moment}
\end{equation}
Therefore
\begin{equation}
E_0\le -t\sqrt{\overline{z^2}}\le -t\,\bar z ,
\label{eq:rms}
\end{equation}
where the last inequality follows from $\overline{z^2}-\bar z^2=N^{-1}\sum_i(z_i-\bar z)^2\ge0$.

A star, with one centre in contact with $n$ outer sites, shows how far apart the bounds can be. Let the centre have amplitude $b$ and each outer site amplitude $a$. The eigenvalue equations are $\lambda a=b$ and $\lambda b=na$, so $\lambda=\sqrt n$. States with $b=0$ have outer amplitudes that sum to zero and eigenvalue zero, so $\sqrt n$ is indeed the largest eigenvalue. Here
\begin{equation}
z_{\max}=n,\qquad \bar z=\frac{2n}{n+1},\qquad
\overline{z^2}=\frac{n^2+n}{n+1}=n .
\label{eq:star}
\end{equation}
The bound (\ref{eq:rms}) is reached. For large $n$ the mean coordination tends to 2 while $\lambda$ grows as $\sqrt n$: the mean alone does not determine the energy. For $n=2$ the star is a three-site chain. With $t=0.5$ eV its lowest energy is $-0.5\sqrt2=-0.707$ eV, between $-0.5\times2=-1.000$ eV and $-0.5\times4/3=-0.667$ eV.

\section{Periodic cells and dense regions}

An amorphous solid can be represented approximately by a periodically repeated cell. Assume the cell is large enough that no pair of sites has two contacts through different images. Let $\mathbf d_{ij}$ be the vector from $i$ to the image of $j$ with which it is in contact. At wave vector $\mathbf k$, the matrix is $H_{ij}(\mathbf k)=-tA_{ij}e^{i\mathbf k\cdot\mathbf d_{ij}}$. Each phase has modulus one, so the argument of (\ref{eq:abs}) gives
\begin{equation}
\langle c|H(\mathbf k)|c\rangle\ge-t\sum_{i,j}|c_i|A_{ij}|c_j|\ge-t\lambda=E_0 .
\label{eq:bloch}
\end{equation}
The level at $\mathbf k=0$ is thus the lowest of the repeated solid, and (\ref{eq:main}) applies with averages over one cell.

A local fluctuation can lower the energy below $-t\bar z$. Choose any $M$ sites and a state uniform on them and zero elsewhere. Let $\bar z_M$ be their mean coordination, $n_{\rm in}$ the number of contacts among them and $b_M$ the number leading outside. Counting contact ends gives $M\bar z_M=2n_{\rm in}+b_M$. Only the inner contacts contribute to the energy, each with $-2t/M$, hence
\begin{equation}
E_0\le-\frac{2t\,n_{\rm in}}M=-t\left(\bar z_M-\frac{b_M}{M}\right).
\label{eq:region}
\end{equation}
A dense region lowers this bound below $-t\bar z$ if its excess coordination exceeds the boundary loss $b_M/M$. If a sample contains ever larger compact regions in which every site has coordination $z_{\max}$, the loss tends to zero and $E_0$ approaches the lower bound, even when such regions are too rare to affect $\bar z$. A small cell cannot represent such rare regions.

\section{Why the sign of the hopping matters}

The uniform state gains energy from every contact because all hoppings have the same negative sign. This is the role of the isotropic s orbital in the model. Suppose instead that $H_{ij}=-t\sigma_{ij}A_{ij}$ with $\sigma_{ij}=\sigma_{ji}=\pm1$, as can happen when orbitals have lobes of opposite sign. The lower bound survives, since (\ref{eq:bloch}) used absolute values. The upper bound can fail. In a triangle with all $\sigma_{ij}=-1$, $H=+tA$; the eigenvalues of $A$ are $2,-1,-1$, so the lowest energy is $-t$, above $-t\bar z=-2t$. No choice of signs for the three orbitals makes all three hoppings negative.

\section{Unequal energies and hoppings}

Let the on-site energies be $e_i$ and the hoppings $-t_{ij}$, with $t_{ij}=t_{ji}\ge0$, and define $w_i=\sum_jt_{ij}$. Multiplying each squared difference in (\ref{eq:square}) by $t_{ij}$ before summing replaces $tz_i$ by $w_i$, so
\begin{equation}
\langle c|H|c\rangle=\sum_i(e_i-w_i)|c_i|^2+\sum_{(ij)}t_{ij}|c_i-c_j|^2 .
\label{eq:generalidentity}
\end{equation}
Dropping the second sum gives a lower bound, and the uniform state gives an upper bound:
\begin{equation}
\min_i(e_i-w_i)\le E_0\le\frac1N\sum_i(e_i-w_i).
\label{eq:general}
\end{equation}

This form exposes the importance of the equal on-site energies. Suppose that the hopping is produced by an ideal straight oxygen bridge: one p orbital per contact, at energy $-\Delta$ with $\Delta>0$, hence below the s level at zero, coupled to its two s neighbours by $+V$ and $-V$ because its lobes have opposite signs. With bridge amplitude $p_{ij}$, the bridge equation is
\begin{equation}
Ep_{ij}=-\Delta p_{ij}+V(c_i-c_j)
\quad\Longrightarrow\quad
p_{ij}=\frac{V(c_i-c_j)}{E+\Delta}.
\label{eq:p}
\end{equation}
Inserting this into the site equation, with coupling $+V$ at one end and $-V$ at the other, gives for either end
\begin{equation}
E\,c_i=\frac{V^2}{E+\Delta}\sum_jA_{ij}(c_i-c_j).
\label{eq:bridge}
\end{equation}
For $|E|\ll\Delta$ the prefactor is $t=V^2/\Delta$. The bridge then supplies the hopping $-t$ but also an on-site energy $e_i=tz_i$. Since $w_i=tz_i$, both sides of (\ref{eq:general}) are zero, and $E_0=0$ for any coordination pattern. The uniform s state with $p_{ij}=0$ solves (\ref{eq:p}) and (\ref{eq:bridge}) at $E=0$ even without the approximation. In this ideal bridge model, coordination disorder does not move the bottom of the s-derived band.

For the three-site chain with $\Delta=50$ eV and $V=5$ eV, so that $V^2/\Delta=0.5$ eV, the three upper levels with explicit bridges are 0, 0.495 and 1.458 eV. The effective model gives 0, 0.500 and 1.500 eV. The large $\Delta$ was chosen to test the limit and does not describe an oxide.

\section{Nonorthogonal orbitals}

If orbitals in contact have overlap $s>0$, the eigenvalue problem becomes $Hc=ESc$ with $S=1+sA$. On an eigenvector of $A$ with eigenvalue $\alpha$ this reads $-t\alpha=E(1+s\alpha)$, so
\begin{equation}
E(\alpha)=-\frac{t\alpha}{1+s\alpha},\qquad
\frac{dE}{d\alpha}=-\frac{t}{(1+s\alpha)^2}<0 .
\label{eq:overlap}
\end{equation}
A valid overlap matrix is positive definite, which means $1+s\alpha>0$ for every eigenvalue. The energy then falls steadily with $\alpha$, its minimum is at $\lambda$, and $\bar z\le\lambda\le z_{\max}$ becomes
\begin{equation}
-\frac{tz_{\max}}{1+sz_{\max}}\le E_0\le-\frac{t\bar z}{1+s\bar z}.
\label{eq:overlapbounds}
\end{equation}

\section{An amorphous packing}

The example is a periodic cell of 500 sites at 30 sites per nm$^3$, with side 2.55 nm. Random points were pushed apart toward a closest separation of 0.33 nm, and pairs closer than 0.45 nm were taken as contacts. The hopping strength is $t=0.5$ eV. The resulting coordinations run from 6 to 15, with mean 11.208 and standard deviation 1.195. The two simple bounds are
\begin{equation}
-0.5\times15=-7.50\ \mathrm{eV}\le E_0\le-0.5\times11.208=-5.604\ \mathrm{eV}.
\label{eq:numbers}
\end{equation}
The root-mean-square coordination is $\sqrt{11.208^2+1.195^2}=11.272$, which improves the upper bound to $-5.636$ eV. Diagonalization gives $\lambda=11.429$ and
\begin{equation}
E_0=-0.5\times11.429=-5.715\ \mathrm{eV}=-0.2100\ \mathrm{hartree}.
\label{eq:result}
\end{equation}
The level lies 0.11 eV below the mean-coordination bound and 1.79 eV above the other. Two further packings made by the same procedure give $-5.75$ and $-5.73$ eV, and one packing of 2000 sites gives $-5.78$ eV. The contact distance matters more: in the first packing, changing it from 0.45 to 0.43 or 0.47 nm moves $E_0$ to $-5.21$ or $-6.25$ eV.

Identity (\ref{eq:identity}) helps to read this result. For the lowest state, $\sum_iz_i|c_i|^2=\lambda+\sum_{(ij)}|c_i-c_j|^2\ge11.429$. The electron thus favours sites of above-average coordination. It remains spread over the cell: the participating fraction $1/(N\sum_i|c_i|^4)$, which is 1 for a uniform state and $1/N$ for a single site, is 0.78. In the packing of 2000 sites the fraction is only 0.29, so the even spread seen in the small cell does not carry over to the larger one. Neither value settles localization in an infinite solid. With the same contacts but random hopping signs, the lowest energy is $-3.29$ eV for one set of signs and between $-3.42$ and $-3.18$ eV for twelve others, well above $-t\bar z$.

Two kinds of disorder change $E_0$ little here. Making the hopping proportional to $e^{-r/(0.1\,\mathrm{nm})}$, with its mean over contacts held at 0.5 eV, shifts the level by $-0.007$ eV. In the two further 500-site packings the shift is $-0.013$ and $-0.036$ eV, and a shorter decay length of 0.05 nm gives $-0.06$ to $-0.11$ eV in the three packings. One random set of on-site energies with zero mean and standard deviation 0.3 eV shifts it by $-0.009$ eV; over 30 other sets the shift averages $-0.020$ eV, with standard deviation 0.007 eV. With both present, $E_0=-5.727$ eV, inside the interval from $-7.264$ to $-5.604$ eV given by (\ref{eq:general}). The upper limit is unchanged because both means were held fixed.

Overlap has a much larger effect. For $s=0.05$, with the matrix elements of $H$ held fixed, (\ref{eq:overlap}) gives
\begin{equation}
E_0=-\frac{0.5\times11.429}{1+0.05\times11.429}=-3.64\ \mathrm{eV},
\label{eq:overlapnumber}
\end{equation}
a rise of 2.08 eV. Generalized diagonalization gives the same value, and the smallest eigenvalue of $S$ is 0.79, so the formula applies. The bounds become $-4.29$ and $-3.59$ eV. The size of the rise depends on keeping $-t$ fixed with the on-site level at zero: with the on-site level at $-5$ eV and the same $-t$, the rise would be 3.90 eV. With the on-site level at zero, this overlap also increases the effective mass, discussed below, from 0.35 to 0.87 electron masses, and with the on-site level at $-5$ eV to 1.73, so $t$ would have to be refitted before a comparison with a material.

\section{Relation to amorphous indium oxide}

The site density and closest separation are rough values for the metal sites of amorphous indium oxide. The hopping is a rough effective value. Its plausibility can be judged from the effective mass, defined by $\hbar^2/m^*=d^2E/dk^2$ at $k=0$ and averaged over the three cell axes. The 500-site packing gives $m^*=0.35$ electron masses, at the upper end of the rough range 0.2 to 0.35 for indium-based oxide semiconductors. This value is not converged: contact distances of 0.43 and 0.47 nm give 0.42 and 0.29, and the packing of 2000 sites, whose lowest state is less evenly spread, gives 0.53. The comparison therefore supports only the order of magnitude of the hopping. The packing itself contains no oxygen and is not a model of the chemical bonding. The model also assumes that hopping comes without a matching change of on-site energy, which fails when the hopping passes through ideal p bridges. Adding the on-site rise of ideal p bridges to this packing moves the lowest level from $-5.71$ eV to zero. Real bridges are bent and shared among several metals, and oxygen s orbitals also take part, so neither number is a prediction of the measured band edge.

Filling the band does not change $E_0$ in this one-electron model, but it determines which levels matter in a device. At a carrier density of $n=10^{19}$ cm$^{-3}=0.01$ nm$^{-3}$, high for a transistor channel but below the $10^{20}$ cm$^{-3}$ or more reached in conducting films, two spin states per wave vector give $k_F=(3\pi^2n)^{1/3}=0.667$ nm$^{-1}$. With the mass of the 500-site cell, the parabolic Fermi energy $\hbar^2k_F^2/(2m^*)$ is 0.048 eV above $E_0$; the computed band rises by 0.047 eV at the same wave number, averaged over the cell axes. At 300 K, $k_BT=0.026$ eV is about half this Fermi energy. The Fermi energy is not converged with cell size. In the 2000-site cell $k_F$ lies close to the zone edge at 0.775 nm$^{-1}$ and the parabolic formula fails: it gives 0.032 eV, whereas the computed band rises by only 0.021 eV at that wave number, and counting states on a coarse mesh gives about 0.023 eV, slightly less than $k_BT$. In both cells thermal spreading of the occupation is substantial. Electron repulsion and lattice vibrations are left out and have not been sized. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
five-site networks checked: 1024
hopping strength t: 0.500 eV
chain lower bound: -1.0000 eV
chain lowest energy: -0.7071 eV
chain upper bound: -0.6667 eV
packing sites: 500
site density: 30.0 nm^-3
cell side: 2.5544 nm
target closest separation: 0.330 nm
actual closest separation: 0.3291 nm
contact cutoff: 0.450 nm
mean contact length: 0.3608 nm
minimum coordination: 6
mean coordination: 11.2080
root-mean-square coordination: 11.2716
standard deviation of coordination: 1.1953
maximum coordination: 15
largest eigenvalue of A: 11.4293
lower energy bound: -7.5000 eV
lowest energy E0: -5.7146 eV
lowest energy E0 converted: -0.21001 hartree
root-mean-square upper bound: -5.6358 eV
mean-coordination upper bound: -5.6040 eV
participating fraction of sites: 0.7782
E0, second packing: -5.7528 eV
E0, third packing: -5.7317 eV
E0 with random hopping signs: -3.2925 eV
hopping decay length: 0.100 nm
E0 with variable hopping: -5.7212 eV
shift from variable hopping: -0.0066 eV
on-site standard deviation: 0.300 eV
E0 with on-site disorder: -5.7232 eV
shift from on-site disorder: -0.0085 eV
E0 with both disorders: -5.7274 eV
extended lower bound, both: -7.2640 eV
extended upper bound, both: -5.6040 eV
contact overlap s: 0.050
smallest overlap eigenvalue: 0.7852
lower bound with overlap: -4.2857 eV
E0 with overlap: -3.6365 eV
upper bound with overlap: -3.5914 eV
shift from overlap: 2.0781 eV
E0 with ideal bridge on-site rise: 0.0000 eV
shift from ideal bridge rise: 5.7146 eV
explicit bridge depth: 50.0 eV
explicit bridge coupling: 5.0000 eV
explicit bridge chain levels: 0.0000, 0.4951, 1.4575 eV
effective bridge chain levels: 0.0000, 0.5000, 1.5000 eV
effective mass: 0.3504 electron masses
electron density: 1.0e+19 cm^-3
Fermi wave number: 0.6665 nm^-1
parabolic Fermi energy above E0: 0.0483 eV
direct band rise at Fermi wave number: 0.0469 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
\end{verbatim}
